# The Bouchiat Z³ Law and Its Relativistic Enhancement Factor

## A transparent case: hydrogen 2s and 2p

Weak neutral currents give an electron a short-range interaction with the nucleus that changes sign under space inversion. Its nuclear-spin-independent part is

$$h_W=\frac{G_FQ_W}{2\sqrt2}\,\gamma_5\,\rho(r),\qquad \int\rho\,d^3r=1,\qquad Q_W=Z(1-4\sin^2\theta_W)-N .$$

Here $\rho$ is the normalized nuclear density, $Z$ and $N$ are the proton and neutron numbers, and $\gamma_5$ exchanges the upper and lower two-component parts of a Dirac spinor. Rydberg atomic units are used: $\hbar=1$, $m=1/2$, $e^2=2$. Then $c=2/\alpha$, the rest energy is $mc^2=c^2/2$, and lengths are in $a_0$.

For a slow electron with upper part $\phi$, the Dirac equation gives the lower part $\boldsymbol\sigma\cdot\mathbf p\,\phi/(2mc)=\boldsymbol\sigma\cdot\mathbf p\,\phi/c$. Putting this into $\psi_s^\dagger\gamma_5\rho\,\psi_p$ and integrating by parts gives

$$\langle s|\gamma_5\rho|p\rangle\to\frac1c\langle\phi_s|\{\boldsymbol\sigma\cdot\mathbf p,\rho\}|\phi_p\rangle .$$

Take $\phi_s=R_s\chi/\sqrt{4\pi}$ and $\phi_p=-(\boldsymbol\sigma\cdot\hat{\mathbf r})R_p\chi/\sqrt{4\pi}$, with $R_p\approx R_p'(0)\,r$ near the origin. For a very small nucleus, the term with the derivative on $\phi_s$ vanishes because $\phi_p(0)=0$. In the other term, $\boldsymbol\sigma\cdot\nabla(\boldsymbol\sigma\cdot\mathbf r)=3$, so

$$\langle\phi_s|\{\boldsymbol\sigma\cdot\mathbf p,\rho\}|\phi_p\rangle=\frac{i}{4\pi}D,\qquad D=3R_s(0)R_p'(0).$$

In hydrogen, $R_{2s}(0)=1/\sqrt2$ and $R_{2p}'(0)=1/(2\sqrt6)$, hence $D=\sqrt3/4=0.433$.

In a hydrogenic ion $R_s(0)\propto Z^{3/2}$ and $R_p'(0)\propto Z^{5/2}$, so $D\propto Z^4$. A valence electron of a neutral atom sees the full charge $Z$ near the nucleus but spends most of its time far out, in the field of a unit charge. This reduces the power to $Z^2$, as shown below, and $Q_W$ supplies the third power.

## Assumptions and theorem

Let $E=-1/\nu^2$ be a valence energy without rest energy. Let $n$ count the levels of a Rydberg series, and let $\eta=d\nu/dn$, which is one for a constant quantum defect. Put $a=Z\alpha<1$ and $\gamma=\sqrt{1-a^2}$. The assumptions are:

1. The electron moves independently in a central potential; core polarization and correlation are left out.
2. At $r\sim1/Z$ the potential is $-2Z/r$ to leading order, and $E$ is negligible there.
3. Farther out, the potential varies little over a local wavelength, so WKB connects the inner and outer regions.
4. The nucleus is a uniform sphere with $ZR\ll1$.

**Theorem.** With both upper radial functions positive near the nucleus, to leading order

$$\boxed{\langle s_{1/2}|h_W|p_{1/2}\rangle=i\,\frac{G_FQ_W\alpha Z^2}{4\sqrt2\,\pi}\,\frac{\sqrt{\eta_s\eta_p}}{(\nu_s\nu_p)^{3/2}}\,K}$$

$$K=K(R)\,F(a)\,\left[1+O(ZR)+O\!\left((ZR)^{2\gamma}\right)\right],\qquad K(R)=\left[\frac{2}{\Gamma(2\gamma+1)}\right]^2(2ZR)^{2\gamma-2}.$$

The factor $F$, given in Lemma 4, describes the nuclear interior and tends to one as $a\to0$. The first error term is the larger one for $\gamma>1/2$, that is $a<\sqrt3/2$. Beyond that the second generally dominates; the exception is $\gamma=1/4$, where its coefficient, proportional to $\cos 2\pi\gamma$ (the asymptotic phase difference of $J_{2\gamma}$ and $J_{-2\gamma}$ is $2\pi\gamma$), vanishes and the error is again of order $ZR$. At a fixed ratio $N/Z$, $Q_W\propto Z$. The matrix element at fixed $\nu$ and $\eta$ therefore grows as $Z^3K$.

## Lemma 1: radial form

*For equal magnetic quantum numbers,*

$$\langle s|\gamma_5\rho|p\rangle=i\int\rho\,w\,dr,\qquad w=P_sQ_p-Q_sP_p .$$

**Proof.** Write $\psi=(P\chi_\kappa,\,iQ\chi_{-\kappa})/r$, with $\kappa=-1$ for $s_{1/2}$ and $\kappa=+1$ for $p_{1/2}$. The upper part of $s$ meets the lower part of $p$, both with angular function $\chi_{-1}$, giving $iP_sQ_p$. The lower part of $s$, conjugated, meets the upper part of $p$, giving $-iQ_sP_p$. The angular functions are normalized, and $r^2dr$ cancels the two factors $1/r$. ∎

The radial equations follow from

$$\boldsymbol\sigma\cdot\mathbf p\,f\chi_\kappa=i\left(f'+\frac{1+\kappa}{r}f\right)\chi_{-\kappa}.$$

This uses $\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$, $\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(1+\kappa)\chi_\kappa$ and $\sigma_r\chi_\kappa=-\chi_{-\kappa}$. With $2mc^2=c^2$, the two halves of the Dirac equation become

$$P'+\frac{\kappa}{r}P=\left(c+\frac{E-V}{c}\right)Q,\qquad Q'-\frac{\kappa}{r}Q=-\frac{E-V}{c}P. \tag{1}$$

It is convenient to define, in general,

$$D=4\pi c\int\rho\,w\,dr,\qquad \langle s|h_W|p\rangle=i\,\frac{G_FQ_W}{2\sqrt2}\frac{D}{4\pi c}=i\,\frac{G_FQ_W\alpha}{16\sqrt2\,\pi}D, \tag{2}$$

where $1/c=\alpha/2$. This agrees with the $D$ of the opening case when $c\to\infty$.

The factor $i$ has a physical meaning. The electric dipole matrix element between these states is real in this phase convention. A weak admixture $i\epsilon\psi_p$ in $\psi_s$, with real $\epsilon$, therefore gives no permanent dipole moment at first order, as time-reversal symmetry requires.

## Lemma 2: the wave near the nucleus

*For $V=-2Z/r$ and $E=0$, the regular solution is*

$$Q=\mathcal N aJ_{2\gamma}(x),\qquad P=\mathcal N\left[\kappa J_{2\gamma}(x)-\frac x2J_{2\gamma}'(x)\right],\qquad x=\sqrt{8Zr}.$$

**Proof.** Since $2Z/c=a$, equations (1) read

$$rP'=-\kappa P+(cr+a)Q,\qquad rQ'=\kappa Q-aP .$$

The second gives $P=(\kappa Q-rQ')/a$. Let $\theta=r\,d/dr$. Inserting $P$ in the first equation gives

$$\kappa\theta Q-\theta^2Q=-\kappa^2Q+\kappa\theta Q+(acr+a^2)Q .$$

The terms in $\kappa\theta Q$ cancel. With $ac=2Z$ and $\kappa^2-a^2=\gamma^2$,

$$\theta^2Q+(2Zr-\gamma^2)Q=0 .$$

Because $x\propto\sqrt r$, $\theta=(x/2)\,d/dx$. Multiplication by four gives $(x\,d/dx)^2Q+(x^2-4\gamma^2)Q=0$, the Bessel equation of order $2\gamma$. The expression for $P$ follows from $P=(\kappa Q-\theta Q)/a$. ∎

In $w$ the derivative terms cancel:

$$w=\mathcal N_s\mathcal N_pa\left[\left(-J-\frac x2J'\right)J-J\left(J-\frac x2J'\right)\right]=-2a\,\mathcal N_s\mathcal N_p\,J_{2\gamma}^2(x).$$

At small $r$, $P\propto\mathcal N(\kappa-\gamma)$. The stated phase convention thus needs $\mathcal N_s<0$ and $\mathcal N_p>0$, and then

$$w=2a\,|\mathcal N_s\mathcal N_p|\,J_{2\gamma}^2(x). \tag{3}$$

## Lemma 3: normalization

*A bound valence state has $\mathcal N^2=\eta/(Z\nu^3)$ in the WKB approximation.*

**Proof.** Outside the innermost region the motion is nonrelativistic, with $k^2=E-V$ and $P=Ak^{-1/2}\sin(\int k\,dr+\text{const})$. Replacing the squared sine by its mean gives

$$1=\frac{A^2}{2}\int\frac{dr}{k}.$$

The quantization condition is $\int k\,dr=\pi n+\text{const}$. Its energy derivative is $\int dr/(2k)=\pi\,dn/dE$; the moving turning points do not contribute because $k=0$ there. Hence

$$A^2=\frac1\pi\frac{dE}{dn}=\frac{2\eta}{\pi\nu^3}. \tag{4}$$

For $r\gg1/Z$, but still inside the region of weak screening, $k=\sqrt{2Z/r}=4Z/x$. The squared WKB amplitude is $A^2/k=A^2x/(4Z)$. In Lemma 2 the derivative term dominates at large $x$, where $J'$ has amplitude $\sqrt{2/(\pi x)}$. The squared amplitude of $P$ is then $\mathcal N^2(x^2/4)\,2/(\pi x)=\mathcal N^2x/(2\pi)$. Equating the two gives $\mathcal N^2=\pi A^2/(2Z)=\eta/(Z\nu^3)$. ∎

## Proof of the law

From (3), $ac=2Z$ and Lemma 3,

$$cw=4Z|\mathcal N_s\mathcal N_p|J_{2\gamma}^2=\frac{4\sqrt{\eta_s\eta_p}}{(\nu_s\nu_p)^{3/2}}J_{2\gamma}^2(x).$$

For $Zr\ll1$, $J_{2\gamma}(x)\approx(x/2)^{2\gamma}/\Gamma(2\gamma+1)$ and $(x/2)^2=2Zr$. Therefore

$$\frac{cw}{r^2}=\frac{4Z^2\sqrt{\eta_s\eta_p}}{(\nu_s\nu_p)^{3/2}}\,\frac{4(2Zr)^{2\gamma-2}}{\Gamma(2\gamma+1)^2}=\frac{4Z^2\sqrt{\eta_s\eta_p}}{(\nu_s\nu_p)^{3/2}}K(r). \tag{5}$$

Since $4\pi\int\rho\,w\,dr$ is the nuclear average of $w/r^2$, evaluating it at $r=R$ gives $D$ with $K=K(R)$. Equation (2) then gives the prefactor $4/(16\sqrt2\pi)=1/(4\sqrt2\pi)$. The correction for the true interior is $F$. ∎

**Where $Z^2$ comes from.** For $\gamma=1$, the identities $J_2'=J_1-2J_2/x=2J_2/x-J_3$ turn the upper functions into $|P_s|=|\mathcal N_s|(x/2)J_1$ and $P_p=\mathcal N_p(x/2)J_3$. Their leading terms give

$$R_s(0)=2\sqrt{\frac{Z\eta_s}{\nu_s^3}},\qquad R_p'(0)=\frac23Z^{3/2}\sqrt{\frac{\eta_p}{\nu_p^3}}. \tag{6}$$

Three times their product is again proportional to $4Z^2$. The $s$ amplitude supplies $Z^{1/2}$ and the $p$ gradient $Z^{3/2}$.

**Small $Z\alpha$.** Here $2\gamma+1\approx3-a^2$, and $\ln\Gamma(3-a^2)\approx\ln2-a^2(3/2-\gamma_E)$, with Euler's constant $\gamma_E$. Thus

$$K(R)\approx1+a^2\left[3-2\gamma_E-\ln(2ZR)\right].$$

The logarithm makes the enhancement larger than $a^2$ alone suggests. For a point nucleus, $R\to0$, $K$ diverges at any nonzero $a$, so a nuclear size is needed.

## Lemma 4: the nuclear interior

*Let $P,Q$ be the regular solution on $0\le y\le1$ of*

$$P'=\frac Py+UQ,\qquad Q'=-\frac Qy-UP,\qquad U=\frac a2(3-y^2).$$

*Then, for $ZR\to0$,*

$$F=\frac{3\int_0^1(P^2+Q^2)\,dy}{2(1+\gamma)A_0^2},\qquad A_0=\frac{P(1)+(1-\gamma)Q(1)/a}{2\gamma}.$$

**Proof.** With $y=r/R$, a uniform sphere has $V=-(Z/R)(3-y^2)$, so $-VR/c=U$. The term $cQ$ in (1) comes from the electron mass. It changes $P_s$ by a relative amount of order $car\sim Zr$. It can change $P_p$ more strongly, but $P_p$ enters $w$ multiplied by the small $Q_s$, and the effect on $w$ is again of order $Zr$. Dropping it gives the stated equations for the $s$ wave.

The substitution $Q_p=\lambda P_s$, $P_p=-\lambda Q_s$ solves the corresponding $p$ equations, $P_p'=-P_p/y+UQ_p$ and $Q_p'=Q_p/y-UP_p$. Hence

$$w=\lambda(P_s^2+Q_s^2).$$

The weak transition density follows the $s$ electron density near the nucleus.

Outside, where $U=a/y$, the $s$ solutions are $y^\gamma(1+\gamma,-a)$ and $y^{-\gamma}(1-\gamma,-a)$. If their coefficients are $A_0$ and $B_0$, continuity at $y=1$ gives

$$P(1)=A_0(1+\gamma)+B_0(1-\gamma),\qquad Q(1)=-a(A_0+B_0).$$

Eliminating $B_0$ gives the stated $A_0$. Farther out the first solution continues into the regular Bessel wave; the second has relative weight of order $(ZR)^{2\gamma}$ there, smaller than $ZR$ for $\gamma>1/2$. The point-nucleus wave with the same outer amplitude has, at $R$,

$$w=\lambda A_0^2\left[(1+\gamma)^2+a^2\right]=2(1+\gamma)\lambda A_0^2 .$$

The nuclear average of $w/y^2$ is $3\int_0^1w\,dy$. The ratio of the two is $F$. ∎

**Expansion.** Start from $P=y$. Then $(yQ)'=-Uy^2$, so $Q=-a(y^2/2-y^4/10)$. Next, $(P/y)'=UQ/y$ gives

$$P=y\left[1-a^2\left(\frac{3y^2}{8}-\frac{y^4}{10}+\frac{y^6}{120}\right)\right].$$

At the surface $P=1-17a^2/60$ and $Q=-2a/5$. With $\gamma\approx1-a^2/2$ one finds $A_0=\frac12(1+a^2/60)$, and the denominator of $F$ is $1-13a^2/60$. In the numerator, $P^2$ contributes $1-233a^2/630$ and $Q^2$ contributes $58a^2/525$; together they give $1-817a^2/3150$. Thus

$$F=1-\frac{269}{6300}a^2+O(a^4).$$

The coefficient is about $-0.043$. At $Z=40$ this term lowers the surface value $K(R)$ by 0.36%, and the full $F=0.995$ lowers it by about half a percent. The mass terms, of order $ZR$, lower it there by a similar amount.

## Remark: screening near the nucleus

The leading effect of the core at small $r$ is a constant: $V\approx-2Z/r+V_0$. The local energy is then $\varepsilon=E-V_0$. For the nonrelativistic radial functions $u=rR$, let $B=d/dr-1/r+Z$, with adjoint $B^\dagger=-d/dr-1/r+Z$. Multiplying out gives

$$B^\dagger B=H_0+Z^2,\qquad BB^\dagger=H_1+Z^2,\qquad H_l=-\frac{d^2}{dr^2}+\frac{l(l+1)}{r^2}-\frac{2Z}{r}.$$

So $u_p=Bu_s/\sqrt{Z^2+\varepsilon}$ is a $p$ solution at the same energy. It has the same WKB amplitude, because $B$ multiplies that amplitude by $\sqrt{k^2+(Z-1/r)^2}\approx\sqrt{\varepsilon+Z^2}$. Near the origin, $u_s=R_s(0)[r-Zr^2+(2Z^2-\varepsilon)r^3/6]$, and applying $B$ leaves $-R_s(0)(Z^2+\varepsilon)r^2/3$. Therefore

$$|R_p'(0)|=\frac{R_s(0)}3\sqrt{Z^2+\varepsilon}.$$

Relative to (6), the $p$ amplitude acquires the factor

$$S=\sqrt{1+\frac{E_p-V_0}{Z^2}} .$$

The $s$ amplitude has no such factor: hydrogenic levels have $R_s(0)^2=4Z^3/n^3$ and $A^2=2Z^2/(\pi n^3)$, whose ratio does not depend on $n$. For hydrogen 2s–2p, $V_0=0$ and $S=\sqrt{3}/2$, so $D=(4/8)(\sqrt3/2)=\sqrt3/4$, as in the opening case.

In a Thomas–Fermi atom the screening length scales as $Z^{-1/3}$, so $V_0\propto Z^{4/3}$ and the correction to $S$ falls as $Z^{-2/3}$. That is slow, and the correction still matters in heavy atoms.

## A model atom with Z = 60

Take $N=1.4Z=84$ and $\sin^2\theta_W=0.24$, so $Q_W=60(0.04)-84=-81.6$. The nucleus has $R=1.2(N+Z)^{1/3}$ fm $=6.29$ fm. Outside it,

$$V=-\frac2r\left[1+\frac{Z-1}{1+h(e^{r/d}-1)}\right],\qquad d=0.8,\quad h=d(Z-1)^{0.4}.$$

Expanding at small $r$ gives $V_0=2(Z-1)^{1.4}=603$ Ry.

The radial Dirac equation was integrated numerically from both ends on a logarithmic grid and matched. The lowest levels with $\nu>1.58$ have $\nu_s=1.750$ and $\nu_p=2.230$. Quadratic interpolation of the quantum defect through three levels gives $\eta_s=1.108$ and $\eta_p=1.061$. The slope is taken at the end of the interpolation range, so it depends somewhat on the number of levels: with six levels instead of three, $\eta_s$ rises by 0.6% to 1.115, while $\eta_p$ stays at 1.061. The three-level values are used below.

Here $\gamma=0.899$ and $2ZR=0.01426$, hence $K(R)=3.37$. With $G_F=4.445\times10^{-14}$ Ry $a_0^3$ and $\eta=1$, the simple law gives

$$\frac{\langle s|h_W|p\rangle}{i}=\frac{(4.445\times10^{-14})(-81.6)(0.007297)(3600)(3.37)}{4\sqrt2\,\pi\,(1.750\times2.230)^{3/2}}=-2.34\times10^{-12}\ \text{Ry}.$$

Three refinements follow. Lemma 4 gives $F=0.983$; keeping the mass terms as well, by integrating (1) at $E=0$ through the sphere and matching to Bessel functions, gives $K=3.27$. The slopes contribute $\sqrt{\eta_s\eta_p}=1.084$, and screening contributes $S=0.912$. The result is $-2.25\times10^{-12}$ Ry.

Direct integration of $\rho w$ with the numerical orbitals gives $-2.20\times10^{-12}$ Ry, or $-7.2$ kHz after division by Planck's constant. Relative to this value, the simple law is 6% too large in magnitude and the refined law 2.4% (2.7% with the six-level slopes). Part of this closeness is cancellation between corrections of opposite sign.

The same calculation for other $Z$, with the same rules for $N$ and $R$, gives:

| $Z$ | $K(R)$ | $K$, sphere | $K$, atom | direct / refined law |
|---|---|---|---|---|
| 40 | 1.78 | 1.76 | 1.75 | 1.03 |
| 60 | 3.37 | 3.27 | 3.39 | 0.98 |
| 80 | 8.08 | 7.55 | 7.17 | 0.92 |

"$K$, atom" is the ratio of relativistic to nonrelativistic $D$, each divided by its own $\sqrt{\eta_s\eta_p}/(\nu_s\nu_p)^{3/2}$. This division is needed: at $Z=40$ the relativistic $s$ level selected by $\nu>1.58$ is the next member of the series. All slopes here are three-level values. With six levels the nonrelativistic $\eta_s$ at $Z=40$ rises from 1.163 to 1.179; "$K$, atom" becomes 1.76, 3.38 and 7.17, the last column 1.03, 0.97 and 0.92, the nonrelativistic ratios quoted below 1.027, 0.943 and 0.966, and the nonrelativistic power 2.97.

At $Z=80$ the surface formula exceeds the sphere value by 7%. There $F=0.954$, noticeably below the value $0.985$ of its quadratic expansion, and mass terms lower $K$ by a further 2%. The ratio of the direct result to the refined law falls steadily from 1.03 at $Z=40$ to 0.92 at $Z=80$, while the corresponding nonrelativistic ratios are 1.035, 0.944 and 0.966. The cause of these remaining differences is not isolated here; note that $S$ was derived without relativity and that the normalization is only leading-order WKB.

Between $Z=40$ and $Z=80$, the product $|Q_W|D$, reduced in the same way, grows with an average power of 2.96 without relativity and 5.0 with it. The first value is close to three partly because errors compensate: the rise of $S$ alone would add about 0.06. The second is not a new power law, since $K$ itself rises faster as $Z$ increases.
